**Coercive field of a uniform Landau ferroelectric**

The program tests the formula E_c = 2|α|P_r/(3√3) for the energy density F = (α/2)P² + (β/4)P⁴ with α < 0. Here P is the polarisation, P_r its remanent value, and E_c the reverse field at which the remanent state disappears. For four parameter pairs, the program finds this field by bisection on the stationary points of F − EP and asserts that it agrees with the formula. It also asserts the remanent states, the polarisations before and after the jump, the small-signal susceptibility and the zero-field barrier. A separate downhill relaxation of P must hold at 0.99 E_c and reverse at 1.01 E_c. For |α| = 5×10⁹ m/F and P_r = 0.2 C/m² the output gives E_c = 3.849 MV/cm. If the same number multiplies P² without the factor 1/2, the output gives 7.698 MV/cm, and the doubling is asserted.

## Check in Python

```python
# Result under test: a uniform ferroelectric with energy density
#     F(P) = (alpha/2) P^2 + (beta/4) P^4,  alpha = -a < 0,  beta > 0,
# and remanent polarisation Pr loses its remanent state at the reverse field
#     Ec = 2 a Pr / (3 sqrt(3)).
# P: polarisation (C/m^2), E: field inside the ferroelectric (V/m),
# a: magnitude of the Landau coefficient (m/F), G = F - E P.
# Energies are stored as polynomial coefficients, highest power first.
import numpy as np
from scipy.constants import epsilon_0


def landau_energy(a, pr):
    beta = a / pr**2
    return np.array([beta / 4, 0.0, -a / 2, 0.0, 0.0])


def tilted(energy, field):
    g = energy.copy()
    g[3] -= field
    return g


def stationary_points(energy, field):
    """Return (minima, maxima) of G, each sorted by polarisation."""
    g = tilted(energy, field)
    roots = np.roots(np.polyder(g))
    limit = 1e-9 * np.max(np.abs(roots))
    real = np.sort(roots[np.abs(roots.imag) < limit].real)
    curvature = np.polyval(np.polyder(g, 2), real)
    return real[curvature > 0], real[curvature < 0]


def switching_field(energy, upper):
    """Reverse field at which the minimum with P > 0 disappears."""
    low, high = 0.0, upper
    for _ in range(60):
        middle = 0.5 * (low + high)
        minima, _maxima = stationary_points(energy, -middle)
        if np.any(minima > 0):
            low = middle
        else:
            high = middle
    return 0.5 * (low + high)


def relax(energy, field, start, a):
    """Follow the downhill motion of P on G from a given start."""
    slope = np.polyder(tilted(energy, field))
    p = start
    for _ in range(5000):
        p -= 0.1 / a * np.polyval(slope, p)
    return p


def barrier_and_gain(energy, field):
    """Barrier seen by the positive state, and energy gained by reversal."""
    minima, maxima = stationary_points(energy, field)
    g = tilted(energy, field)
    g_start = np.polyval(g, minima[-1])
    return (np.polyval(g, maxima[0]) - g_start,
            g_start - np.polyval(g, minima[0]))


# The formula against the disappearance of the minimum, several parameters
for a_test, pr_test in [(5e9, 0.2), (1e9, 0.1), (8e8, 0.35), (2e10, 0.05)]:
    found = switching_field(landau_energy(a_test, pr_test),
                            2 * a_test * pr_test)
    formula = 2 * a_test * pr_test / (3 * np.sqrt(3))
    assert abs(found / formula - 1) < 1e-8

# Worked example
a, pr = 5e9, 0.2
energy = landau_energy(a, pr)
beta = 4 * energy[0]
ec_formula = 2 * a * pr / (3 * np.sqrt(3))
ec_numeric = switching_field(energy, 2 * a * pr)

# Remanent states at zero field
minima0, maxima0 = stationary_points(energy, 0.0)
assert np.allclose(minima0, [-pr, pr], rtol=1e-10)
assert len(maxima0) == 1 and abs(maxima0[0]) < 1e-12

# Relaxation holds just below Ec and reverses just above it
p_below = relax(energy, -0.99 * ec_formula, pr, a)
p_above = relax(energy, -1.01 * ec_formula, pr, a)
assert p_below > 0 > p_above
p_released = relax(energy, 0.0, p_above, a)
assert abs(p_released + pr) < 1e-10

# Polarisation before and after the jump; the square-root approach to the
# merging point limits the accuracy of the first value
p_before = stationary_points(energy, -ec_numeric * (1 - 1e-10))[0][-1]
p_after = stationary_points(energy, -ec_numeric)[0][0]
assert abs(p_before / (pr / np.sqrt(3)) - 1) < 1e-4
assert abs(p_after / (-2 * pr / np.sqrt(3)) - 1) < 1e-7

# Small-signal susceptibility at remanence from a finite difference
df = 1e-4 * ec_formula
p_plus = stationary_points(energy, df)[0][-1]
p_minus = stationary_points(energy, -df)[0][-1]
chi = (p_plus - p_minus) / (2 * df * epsilon_0)
assert abs(chi * 2 * a * epsilon_0 - 1) < 1e-6

# Barriers: zero field, and half the coercive field against P
barrier0, gain0 = barrier_and_gain(energy, 0.0)
barrier_half, gain_half = barrier_and_gain(energy, -0.5 * ec_formula)
assert abs(barrier0 / (a * pr**2 / 4) - 1) < 1e-10
assert abs(gain0) < 1e-8 * barrier0
assert 0 < barrier_half < barrier0 and gain_half > 0

# Other convention: F = -a P^2 + b P^4 with the same a and the same Pr
other = np.array([a / (2 * pr**2), 0.0, -a, 0.0, 0.0])
assert np.allclose(stationary_points(other, 0.0)[0], [-pr, pr], rtol=1e-10)
ec_other = switching_field(other, 2 * a * pr)
assert abs(ec_other / ec_formula - 2) < 1e-7

to_mv_per_cm = 1e-8  # 1 V/m = 1e-6 MV / 1e2 cm
print(f"Landau coefficient magnitude: {a:.3e} m/F")
print(f"remanent polarisation: {pr:.3f} C/m^2")
print(f"quartic coefficient beta: {beta:.4e} V m^5/C^3")
print(f"field scale a*Pr: {a * pr:.4e} V/m")
print(f"numerical factor 2/(3 sqrt 3): {2 / (3 * np.sqrt(3)):.5f}")
print(f"coercive field, formula: {ec_formula:.4e} V/m")
print(f"coercive field, lost minimum: {ec_numeric:.4e} V/m")
print(f"coercive field: {ec_numeric * to_mv_per_cm:.3f} MV/cm")
print(f"P just before the jump: {p_before:.4f} C/m^2")
print(f"P just after the jump: {p_after:.4f} C/m^2")
print(f"relaxed P at 0.99 Ec reverse field: {p_below:.4f} C/m^2")
print(f"relaxed P at 1.01 Ec reverse field: {p_above:.4f} C/m^2")
print(f"P after removing the field: {p_released:.4f} C/m^2")
print(f"relative susceptibility at remanence: {chi:.2f} (no unit)")
print(f"barrier at zero field: {barrier0:.3e} J/m^3")
print(f"barrier at half Ec: {barrier_half:.3e} J/m^3")
print(f"energy gained by reversal at half Ec: {gain_half:.3e} J/m^3")
print(f"Ec if a multiplies P^2 without 1/2: "
      f"{ec_other * to_mv_per_cm:.3f} MV/cm")
print("verified")
```

Printed output:

```
Landau coefficient magnitude: 5.000e+09 m/F
remanent polarisation: 0.200 C/m^2
quartic coefficient beta: 1.2500e+11 V m^5/C^3
field scale a*Pr: 1.0000e+09 V/m
numerical factor 2/(3 sqrt 3): 0.38490
coercive field, formula: 3.8490e+08 V/m
coercive field, lost minimum: 3.8490e+08 V/m
coercive field: 3.849 MV/cm
P just before the jump: 0.1155 C/m^2
P just after the jump: -0.2309 C/m^2
relaxed P at 0.99 Ec reverse field: 0.1248 C/m^2
relaxed P at 1.01 Ec reverse field: -0.2312 C/m^2
P after removing the field: -0.2000 C/m^2
relative susceptibility at remanence: 11.29 (no unit)
barrier at zero field: 5.000e+07 J/m^3
barrier at half Ec: 1.736e+07 J/m^3
energy gained by reversal at half Ec: 7.660e+07 J/m^3
Ec if a multiplies P^2 without 1/2: 7.698 MV/cm
verified
```
